# The Euler–Heisenberg Lagrangian by proper time, with charge renormalization: a program that tests the result

```python
# Result under test: the one-loop Lagrangian of a constant electromagnetic field,
#   L = -(D/8 pi^2) Int du u^-3 exp(-u) [a u cot(a u) b u coth(b u) - 1],
# its logarithmic charge-renormalization term, and its weak-field limit
#   L4 = (2 alpha^2 eps0^2 hbar^3 / 45 m^4 c^5) [(E^2-c^2B^2)^2 + 7c^2(E.B)^2].
# D = m^4 c^5 / hbar^3; a = E/E_c and b = B/B_c in the frame where E and B are
# parallel; E_c = m^2 c^3/(e hbar); B_c = E_c/c.
# Tests use hbar = c = m = 1 and absorb e in the fields; the example is in SI.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.special import exp1

mp.mp.dps = 30

# ---------- Dirac matrices and field tensor ----------
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.kron(pauli[2], np.eye(2))]
gamma += [np.kron(1j * pauli[1], p) for p in pauli]
metric = np.diag([1.0, -1.0, -1.0, -1.0])


def field_tensor(E, B):
    """Lower-index F with F_0i = E_i and F_ij = -eps_ijk B_k."""
    Ex, Ey, Ez = E
    Bx, By, Bz = B
    return np.array([[0, Ex, Ey, Ez], [-Ex, 0, -Bz, By],
                     [-Ey, Bz, 0, -Bx], [-Ez, -By, Bx, 0]])


def invariant_fields(E, B):
    """Parallel-frame strengths a, b from eigenvalues +-a, +-ib of F^mu_nu."""
    ev = np.linalg.eigvals(metric @ field_tensor(E, B))
    return np.max(np.abs(ev.real)), np.max(np.abs(ev.imag))


def spin_matrix(F):
    """(1/2) sigma^{mu nu} F_{mu nu}."""
    total = np.zeros((4, 4), complex)
    for m in range(4):
        for n in range(4):
            sigma = 0.5j * (gamma[m] @ gamma[n] - gamma[n] @ gamma[m])
            total += 0.5 * sigma * F[m, n]
    return total


# ---------- squared Dirac operator acting on an explicit spinor ----------
X = sp.symbols('t x y z', real=True)
F_int = field_tensor([1, -2, 3], [2, 1, -1]).astype(int)
A_low = [sum(X[m] * int(F_int[m, n]) for m in range(4)) / sp.Integer(2)
         for n in range(4)]
charge = sp.Integer(-1)
g_sym = [sp.Matrix(4, 4, lambda i, j, g=g: int(g[i, j].real)
                   + sp.I * int(g[i, j].imag)) for g in gamma]
psi = sp.Matrix([X[0]**2 * X[1], X[2] * X[3] + X[0], X[1]**2 - X[3], X[0] * X[2]])


def Pi(mu, f):
    return sp.I * f.diff(X[mu]) - charge * A_low[mu] * f


def slash(f):
    out = sp.zeros(4, 1)
    for mu in range(4):
        out += g_sym[mu] * Pi(mu, f)
    return out


direct = slash(slash(psi))
pi_squared = sp.zeros(4, 1)
for mu in range(4):
    pi_squared += int(metric[mu, mu]) * Pi(mu, Pi(mu, psi))
S_num = spin_matrix(F_int)
S_sym = sp.Matrix(4, 4, lambda i, j: int(round(S_num[i, j].real))
                  + sp.I * int(round(S_num[i, j].imag)))
assert (direct - pi_squared + charge * S_sym * psi).expand() == sp.zeros(4, 1)

# ---------- spin trace in non-parallel fields ----------
E_dir = np.array([0.6, -0.3, 0.8])
B_dir = np.array([0.2, 0.9, -0.5])
a_gen, b_gen = invariant_fields(E_dir, B_dir)
assert abs(a_gen**2 - b_gen**2 - E_dir @ E_dir + B_dir @ B_dir) < 1e-10
assert abs(a_gen * b_gen - abs(E_dir @ B_dir)) < 1e-10
for s in (0.4, 1.3):
    trace = np.trace(expm(1j * s * spin_matrix(field_tensor(E_dir, B_dir))))
    assert abs(trace - 4 * np.cos(b_gen * s) * np.cosh(a_gen * s)) < 1e-10

# ---------- magnetic factor from diagonalized transverse motion ----------
b_test, step = 0.7, 0.2
idx = np.arange(-60, 61)
diff = idx[:, None] - idx[None, :]
kinetic = np.where(diff == 0, np.pi**2 / 3,
                   2.0 * (-1.0)**diff / np.where(diff == 0, 1, diff)**2) / step**2
levels = np.linalg.eigvalsh(kinetic + np.diag((b_test * idx * step)**2))
assert np.allclose(levels[:6], b_test * (2 * np.arange(6) + 1), atol=1e-7)
for tau in (0.5, 1.5):
    heat = sum(np.exp(-tau * (levels + sg * b_test)).sum() for sg in (-1, 1))
    assert abs(heat * np.tanh(b_test * tau) - 1) < 1e-6

# ---------- electric factor from the inverted-oscillator kernel ----------
z, zp, s_, k_ = sp.symbols('z zp s k', positive=True)
kernel = sp.sqrt(k_ / (2 * sp.pi * sp.I * sp.sinh(2 * k_ * s_))) * sp.exp(
    sp.I * k_ * ((z**2 + zp**2) * sp.cosh(2 * k_ * s_) - 2 * z * zp)
    / (2 * sp.sinh(2 * k_ * s_)))
residual = kernel.diff(s_) - sp.I * (k_**2 * z**2 * kernel + kernel.diff(z, 2))
point = {z: 0.3, zp: -0.2, s_: 0.6, k_: 0.8}
assert abs(complex(residual.subs(point).evalf())) < 1e-10
early = complex(kernel.subs({z: 0.3, zp: -0.2, s_: 1e-4, k_: 0.8}).evalf(30))
free = np.exp(1j * 0.5**2 / 4e-4) / np.sqrt(4e-4j * np.pi)
assert abs(early / free - 1) < 1e-3
kap = 0.8
kernel_fn = sp.lambdify((z, zp, s_, k_), kernel, 'numpy')
turn = np.exp(1j * np.pi / 4)      # rotated frequency contour, Gaussian decay
for s in (0.5, 1.4):
    def freq_integrand(v):
        w = turn * v
        return turn * kernel_fn(w / kap, w / kap, s + 0j, kap) / (2 * np.pi)
    value = (quad(lambda v: freq_integrand(v).real, -12, 12)[0]
             + 1j * quad(lambda v: freq_integrand(v).imag, -12, 12)[0])
    assert abs(value - kap / (4 * np.pi * np.sinh(kap * s))) < 1e-7


# ---------- renormalized proper-time integral, in units of D ----------
def loop_density(a, b):
    """Integral on a ray above the real axis, u^2 term removed.
    The start radius 1e-5 omits only a relative amount near 1e-10."""
    a, b = mp.mpf(float(a)), mp.mpf(float(b))
    ray = mp.expjpi(mp.mpf(1) / 4)

    def integrand(r):
        u = ray * r
        el = a * u * mp.cot(a * u) if a else mp.mpf(1)
        ma = b * u * mp.coth(b * u) if b else mp.mpf(1)
        bracket = el * ma - 1 - (b * b - a * a) * u * u / 3
        return ray * mp.exp(-u) * bracket / u**3
    total = mp.quad(integrand, [mp.mpf('1e-5'), 1, 4, 10, 25, 60, 110])
    return complex(-total / (8 * mp.pi**2))


def quartic(e2_minus_b2, e_dot_b):
    return (e2_minus_b2**2 + 7 * e_dot_b**2) / (360 * np.pi**2)


def sextic(a, b):
    return ((a * a - b * b) * (2 * a**4 + 9 * a * a * b * b + 2 * b**4)
            / (1260 * np.pi**2))


# quartic law in a general frame, field scale extrapolated to zero
ratios = []
for scale in (0.04, 0.02):
    E, B = scale * E_dir, scale * B_dir
    full = loop_density(*invariant_fields(E, B)).real
    ratios.append(full / quartic(E @ E - B @ B, E @ B))
ratio_limit = (4 * ratios[1] - ratios[0]) / 3
assert abs(ratio_limit - 1) < 1e-4
a6, b6 = 0.02, 0.03
rest = loop_density(a6, b6).real - quartic(a6**2 - b6**2, a6 * b6)
assert abs(rest / sextic(a6, b6) - 1) < 1e-2

# ---------- Dirac-sea energy summed over Landau levels ----------
# The third derivative of L with respect to m^2 makes the sum converge.
p_integral = quad(lambda p: (1 + p * p)**-2.5, -np.inf, np.inf, epsabs=1e-13)[0]


def sea_third_derivative(b, n_max=100000):
    """8 pi^2 d^3L/d(m^2)^3 at m = 1; midpoint rule for the far tail."""
    n = np.arange(n_max + 1)
    weight = np.where(n == 0, 1.0, 2.0)
    total = np.sum(weight / (1 + 2 * n * b)**2)
    total += 1 / (b * (1 + 2 * b * (n_max + 0.5)))
    return 2 * b * (3 / 8) * p_integral * total


for b in (0.5, 1.5):
    proper = quad(lambda t: np.exp(-t) * b * t / np.tanh(b * t), 0, 80)[0]
    assert abs(sea_third_derivative(b) - proper) < 1e-7
b_fit = np.array([0.03, 0.06, 0.09])
curve = np.array([(sea_third_derivative(b) - 1) / b**2 for b in b_fit])
sea_log, sea_quartic, _ = np.linalg.solve(np.vander(b_fit**2, 3, increasing=True), curve)
# L2 = -(b^2/24 pi^2) ln(Lambda^2/m^2) and L4 = b^4/(360 pi^2 m^4)
log_coefficient = sea_log / (16 * np.pi**2)
quartic_coefficient = -sea_quartic / (24 * 8 * np.pi**2)
assert abs(log_coefficient * 24 * np.pi**2 - 1) < 1e-4
assert abs(quartic_coefficient / quartic(-1.0, 0.0) - 1) < 3e-3

# cutoff integral = logarithmic Maxwell term + finite renormalized part
u_cut, b = 1e-3, 0.8
cut = sum(quad(lambda u: np.exp(-u) * (b * u / np.tanh(b * u) - 1) / u**3,
               lo, hi, epsabs=1e-11)[0]
          for lo, hi in ((u_cut, 0.01), (0.01, 0.1), (0.1, 1), (1, 60)))
split = -b * b * exp1(u_cut) / (24 * np.pi**2) + loop_density(0, b).real
assert abs(-cut / (8 * np.pi**2) - split) < 1e-8

# ---------- pair creation from time-dependent Dirac modes ----------
a_s, b_s, T = 1.0, 0.5, 25.0
n_levels = np.arange(6)
mass = np.sqrt(1 + 2 * n_levels * b_s)


def mode_rhs(t, y):
    up, down = y.reshape(2, -1)
    return -1j * np.concatenate([a_s * t * up + mass * down,
                                 mass * up - a_s * t * down])


def energy_state(t, sign):
    vecs = [np.linalg.eigh(np.array([[a_s * t, m], [m, -a_s * t]]))[1]
            [:, 0 if sign < 0 else 1] for m in mass]
    return np.array(vecs).T


sol = solve_ivp(mode_rhs, (-T, T), energy_state(-T, -1).astype(complex).ravel(),
                method='DOP853', rtol=1e-9, atol=1e-11)
final = sol.y[:, -1].reshape(2, -1)
pair_prob = np.abs(np.sum(energy_state(T, 1) * final, axis=0))**2
weight = np.where(n_levels == 0, 1, 2)
im_modes = -a_s * b_s / (8 * np.pi**2) * np.sum(weight * np.log(1 - pair_prob))
im_integral = loop_density(a_s, b_s).imag


def im_poles(a, b):
    n = np.arange(1, 60)
    return a * b / (8 * np.pi**2) * np.sum(
        np.exp(-n * np.pi / a) / (n * np.tanh(n * np.pi * b / a)))


assert abs(im_integral / im_poles(a_s, b_s) - 1) < 1e-6
assert abs(im_modes / im_integral - 1) < 3e-3   # finite start and end times

# ---------- SI constants and worked example ----------
m, c, hbar, e = sc.m_e, sc.c, sc.hbar, sc.e
alpha, eps0 = sc.alpha, sc.epsilon_0
E_c = m**2 * c**3 / (e * hbar)
B_c = E_c / c
D = m**4 * c**5 / hbar**3
prefactor = 2 * alpha**2 * eps0**2 * hbar**3 / (45 * m**4 * c**5)
assert abs(prefactor * E_c**4 / (D / (360 * np.pi**2)) - 1) < 1e-7
assert abs(D / (24 * np.pi**2 * E_c**2) / (alpha * eps0 / (6 * np.pi)) - 1) < 1e-7

E_ex, B_ex = 1e17, 5e8
a_ex, b_ex = E_ex / E_c, B_ex / B_c
maxwell = 0.5 * eps0 * (E_ex**2 - c**2 * B_ex**2)
L4 = prefactor * ((E_ex**2 - c**2 * B_ex**2)**2 + 7 * c**2 * (E_ex * B_ex)**2)
L6 = D * sextic(a_ex, b_ex)
L_full = D * loop_density(a_ex, b_ex).real
assert abs((L4 + L6) / L_full - 1) < 1e-3
B_lab = 10.0
lab_maxwell = -0.5 * eps0 * c**2 * B_lab**2
lab_L4 = prefactor * (c * B_lab)**4
cut_ratio = 1000.0
E1_cut = exp1(cut_ratio**-2)
inv_alpha0 = 1 / alpha - E1_cut / (3 * np.pi)
Z3 = alpha * inv_alpha0

print(f"Critical electric field E_c = {E_c:.5e} V/m")
print(f"Critical magnetic field B_c = {B_c:.5e} T")
print(f"Density unit D = m^4 c^5/hbar^3 = {D:.5e} J/m^3")
print(f"Quartic SI prefactor = {prefactor:.5e} J m^-3 (V/m)^-4")
print(f"Example E = {E_ex:.3e} V/m, B = {B_ex:.3e} T (parallel)")
print(f"Example a = E/E_c = {a_ex:.6f}, b = B/B_c = {b_ex:.6f}")
print(f"Maxwell density = {maxwell:.6e} J/m^3")
print(f"Quartic density L4 = {L4:.6e} J/m^3")
print(f"Sixth-order density L6 = {L6:.6e} J/m^3")
print(f"L4 + L6 = {L4 + L6:.6e} J/m^3")
print(f"Complete renormalized one-loop density (real part) = {L_full:.6e} J/m^3")
print(f"Relative error of L4 alone = {L4 / L_full - 1:.3e}")
print(f"Relative error of L4 + L6 = {(L4 + L6) / L_full - 1:.3e}")
print(f"L4 / |Maxwell density| = {L4 / abs(maxwell):.4e}")
print(f"Example imaginary part (pole sum) = {D * im_poles(a_ex, b_ex):.3e} J/m^3")
print(f"Laboratory field B = {B_lab:.1f} T, b = {B_lab / B_c:.4e}")
print(f"Laboratory Maxwell density = {lab_maxwell:.5e} J/m^3")
print(f"Laboratory quartic density = {lab_L4:.5e} J/m^3")
print(f"Laboratory L4 / |Maxwell density| = {lab_L4 / abs(lab_maxwell):.4e}")
print(f"Cutoff Lambda/(m c) = {cut_ratio:.0f}, E1(u0) = {E1_cut:.5f}")
print(f"1/alpha = {1 / alpha:.5f}, 1/alpha0 = {inv_alpha0:.5f}, Z3 = {Z3:.6f}")
print(f"General-frame ratio integral/quartic, scale 0.04: {ratios[0]:.7f}")
print(f"General-frame ratio integral/quartic, scale 0.02: {ratios[1]:.7f}")
print(f"General-frame ratio extrapolated to zero field: {ratio_limit:.7f}")
print(f"Sea-sum log coefficient times 24 pi^2 = {log_coefficient * 24 * np.pi**2:.7f}")
print(f"Sea-sum quartic coefficient times 360 pi^2 = "
      f"{quartic_coefficient * 360 * np.pi**2:.5f}")
print(f"Strong-field test: a = {a_s:.1f}, b = {b_s:.1f}")
print(f"Pair probability, lowest Landau level, from modes = {pair_prob[0]:.6f}")
print(f"exp(-pi/a) for the same level = {np.exp(-np.pi / a_s):.6f}")
print(f"Im L / D from modes = {im_modes:.6e}")
print(f"Im L / D from proper-time integral = {im_integral:.6e}")
print(f"Im L / D from pole sum = {im_poles(a_s, b_s):.6e}")
print("every check passed")
```

Printed output:

```
Critical electric field E_c = 1.32329e+18 V/m
Critical magnetic field B_c = 4.41401e+09 T
Density unit D = m^4 c^5/hbar^3 = 1.42178e+24 J/m^3
Quartic SI prefactor = 1.30501e-52 J m^-3 (V/m)^-4
Example E = 1.000e+17 V/m, B = 5.000e+08 T (parallel)
Example a = E/E_c = 0.075569, b = B/B_c = 0.113276
Maxwell density = -5.520090e+22 J/m^3
Quartic density L4 = 2.255445e+17 J/m^3
Sixth-order density L6 = -8.580742e+14 J/m^3
L4 + L6 = 2.246865e+17 J/m^3
Complete renormalized one-loop density (real part) = 2.247144e+17 J/m^3
Relative error of L4 alone = 3.694e-03
Relative error of L4 + L6 = -1.242e-04
L4 / |Maxwell density| = 4.0859e-06
Example imaginary part (pole sum) = 1.360e+02 J/m^3
Laboratory field B = 10.0 T, b = 2.2655e-09
Laboratory Maxwell density = -3.97887e+07 J/m^3
Laboratory quartic density = 1.05414e-14 J/m^3
Laboratory L4 / |Maxwell density| = 2.6493e-22
Cutoff Lambda/(m c) = 1000, E1(u0) = 13.23830
1/alpha = 137.03600, 1/alpha0 = 135.63137, Z3 = 0.989750
General-frame ratio integral/quartic, scale 0.04: 0.9999923
General-frame ratio integral/quartic, scale 0.02: 0.9999979
General-frame ratio extrapolated to zero field: 0.9999998
Sea-sum log coefficient times 24 pi^2 = 0.9999997
Sea-sum quartic coefficient times 360 pi^2 = 0.99943
Strong-field test: a = 1.0, b = 0.5
Pair probability, lowest Landau level, from modes = 0.043226
exp(-pi/a) for the same level = 0.043214
Im L / D from modes = 3.045291e-04
Im L / D from proper-time integral = 3.044861e-04
Im L / D from pole sum = 3.044861e-04
every check passed
```
